# Gonze's second-order Kohn-Sham energy functional and the self-consistent Sternheimer equation: test program

```python
"""Second-order Kohn-Sham energy as a functional of first-order orbitals.

Result under test (closed shell, real orbitals, occupation 2, atomic units):
  E2[u] = 2 sum_i { <u_i|H0-eps_i|u_i> + 2<u_i|v1|c_i> + <c_i|v2|c_i> }
          + (1/2) int int K n1 n1',     n1 = 4 sum_i c_i u_i,   <c_j|u_i> = 0,
is stationary exactly where the self-consistent Sternheimer equation holds,
  Pc (H0-eps_i) u_i = -Pc (v1 + int K n1) c_i,
and its stationary value is the second-order energy.
c_i, eps_i: occupied orbitals and eigenvalues; u_i: first-order orbitals;
Pc: projector on empty orbitals; K: Hartree + exchange-correlation kernel;
the external potential is v0 + s v1 + s^2 v2 with s the field strength.
Example: water in a uniform field along its axis, LDA, Gaussian basis.
"""
import numpy as np
from scipy import constants
from pyscf import gto, dft
from pyscf.scf import hf

XC = "lda,vwn"
BOND, ANGLE = 1.8, 104.0              # bohr, degrees
STEP = 0.002                          # field step for finite differences
half = np.radians(ANGLE / 2)
hy, hz = BOND * np.sin(half), BOND * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
            unit="Bohr", basis="aug-cc-pvdz", verbose=0)
nbas, nocc = mol.nao_nr(), mol.nelectron // 2

# All matrices are transformed to a symmetrically orthonormalized basis.
overlap = mol.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
to_orth = (s_vec / np.sqrt(s_val)) @ s_vec.T
root_s = (s_vec * np.sqrt(s_val)) @ s_vec.T


def orth(matrix):
    return to_orth @ matrix @ to_orth


h_core = orth(mol.intor("int1e_kin") + mol.intor("int1e_nuc"))
v1 = orth(mol.intor("int1e_r").reshape(3, nbas, nbas)[2])
v2 = orth(mol.intor("int1e_rr").reshape(9, nbas, nbas)[8])
eri = mol.intor("int2e", aosym="s1").reshape((nbas,) * 4)
for _ in range(4):
    eri = np.tensordot(eri, to_orth, axes=(0, 0))
eri_flat = np.ascontiguousarray(eri).reshape(nbas**2, nbas**2)

grids = dft.gen_grid.Grids(mol)
grids.level = 2
grids.build()
used = grids.weights != 0
weights = grids.weights[used]
basis_on_grid = dft.numint.eval_ao(mol, grids.coords[used]) @ to_orth


def hartree(dm):
    return (eri_flat @ dm.ravel()).reshape(nbas, nbas)


def density(dm):
    return np.einsum("gp,gp->g", basis_on_grid @ dm, basis_on_grid)


def local_matrix(potential):
    return basis_on_grid.T @ (basis_on_grid * (weights * potential)[:, None])


def energy_and_fock(dm, h):
    """Total electronic energy and Kohn-Sham matrix for a density matrix."""
    rho = density(dm)
    exc, vxc = dft.libxc.eval_xc(XC, rho, spin=0, deriv=1)[:2]
    v_h = hartree(dm)
    energy = np.sum(dm * h) + 0.5 * np.sum(dm * v_h) + np.sum(weights * rho * exc)
    return energy, h + v_h + local_matrix(vxc[0])


def ground_state(h, dm):
    """Self-consistent solution, accelerated by residual minimization."""
    focks, errors = [], []
    for _ in range(80):
        energy, fock = energy_and_fock(dm, h)
        error = fock @ dm - dm @ fock
        if np.abs(error).max() < 1e-9:
            return (energy,) + tuple(np.linalg.eigh(fock))
        focks, errors = (focks + [fock])[-8:], (errors + [error.ravel()])[-8:]
        mixed = fock.copy()
        if len(focks) > 1:
            change = np.array([e - errors[-1] for e in errors[:-1]]).T
            coef = np.linalg.lstsq(change, -errors[-1], rcond=None)[0]
            for c, old in zip(coef, focks[:-1]):
                mixed += c * (old - fock)
        occ = np.linalg.eigh(mixed)[1][:, :nocc]
        dm = 2 * occ @ occ.T
    raise RuntimeError("self-consistency not reached")


# Unperturbed ground state.
guess = root_s @ np.asarray(hf.init_guess_by_minao(mol)) @ root_s
e0, eps, orbitals = ground_state(h_core, guess)
c0, cv = orbitals[:, :nocc], orbitals[:, nocc:]
eps_occ, eps_vir = eps[:nocc], eps[nocc:]
dm0 = 2 * c0 @ c0.T
h0 = (orbitals * eps) @ orbitals.T
pc = cv @ cv.T
rho0 = density(dm0)
fxc = dft.libxc.eval_xc(XC, rho0, spin=0, deriv=2)[2][0]
c0_grid = basis_on_grid @ c0
gap = eps_vir[0] - eps_occ[-1]
assert gap > 0


def first_order_potential(u):
    n1 = 4 * np.sum((basis_on_grid @ u) * c0_grid, axis=1)
    dm1 = 2 * (u @ c0.T + c0 @ u.T)
    return hartree(dm1) + local_matrix(fxc * n1)


def functional_terms(u):
    """Orbital, external, Hartree and xc terms of E2[u] for v2 = 0."""
    n1 = 4 * np.sum((basis_on_grid @ u) * c0_grid, axis=1)
    dm1 = 2 * (u @ c0.T + c0 @ u.T)
    return np.array([2 * np.sum(u * (h0 @ u - u * eps_occ)),
                     4 * np.sum(u * (v1 @ c0)),
                     0.5 * np.sum(dm1 * hartree(dm1)),
                     0.5 * np.sum(weights * fxc * n1**2)])


def functional(u):
    return functional_terms(u).sum()


def short_formula(u):
    return 2 * np.sum(u * (v1 @ c0))


def solve_sternheimer(potential):
    """Linear equations at fixed potential; occupied space is shifted up."""
    shift = eps_occ[-1] - eps_occ[0] + 1.0
    rhs = -pc @ potential @ c0
    shifted = h0 + shift * c0 @ c0.T
    cols = [np.linalg.solve(shifted - e * np.eye(nbas), rhs[:, i])
            for i, e in enumerate(eps_occ)]
    return pc @ np.array(cols).T


# Self-consistent Sternheimer solution by damped iteration.
u_bare = solve_sternheimer(v1)
u = u_bare.copy()
for iterations in range(1, 201):
    update = solve_sternheimer(v1 + first_order_potential(u)) - u
    u = u + 0.6 * update
    if np.abs(update).max() < 1e-10:
        break
assert np.abs(update).max() < 1e-10
e2_terms = functional_terms(u)
e2 = e2_terms.sum()


# Finite differences with the leading step error removed.
def second_coefficient(energies, centre):
    wide, fine = [(energies[k] + energies[-k] - 2 * centre)
                  / (2 * (k * STEP)**2) for k in (2, 1)]
    return (4 * fine - wide) / 3


def first_coefficient(values):
    wide, fine = [(values[k] - values[-k]) / (2 * k * STEP) for k in (2, 1)]
    return (4 * fine - wide) / 3


# Test: functional against the full energy on an orthonormal trial path.
rng = np.random.default_rng(7)
trial = pc @ rng.normal(scale=0.1, size=(nbas, nocc))
path = {}
for k in (-2, -1, 1, 2):
    moved = c0 + k * STEP * trial
    m_val, m_vec = np.linalg.eigh(moved.T @ moved)
    moved = moved @ (m_vec / np.sqrt(m_val)) @ m_vec.T
    path[k] = energy_and_fock(2 * moved @ moved.T, h_core + k * STEP * v1)[0]
path_e2 = second_coefficient(path, e0)
trial_e2 = functional(trial)
# Tolerance: rounding of a total energy near 100 divided by STEP^2, and step error.
assert abs(path_e2 - trial_e2) < 1e-4 * max(1, abs(trial_e2))

# Test: slope of the functional against the Sternheimer residual.
direction = pc @ rng.normal(scale=0.1, size=(nbas, nocc))
slope = (functional(trial + direction) - functional(trial - direction)) / 2
residual = pc @ (h0 @ trial - trial * eps_occ
                 + (v1 + first_order_potential(trial)) @ c0)
slope_residual = 4 * np.sum(direction * residual)
assert abs(slope - slope_residual) < 1e-8 * max(1, abs(slope))
slope_at_solution = (functional(u + direction) - functional(u - direction)) / 2
assert abs(slope_at_solution) < 1e-7

# Test: explicit Hessian, its positivity, and a direct linear solve.
coulomb = eri
for block in (cv, c0, cv, c0):
    coulomb = np.tensordot(coulomb, block, axes=(0, 0))
npair = (nbas - nocc) * nocc
pairs = ((basis_on_grid @ cv)[:, :, None] * c0_grid[:, None, :]).reshape(-1, npair)
kernel = coulomb.reshape(npair, npair) + pairs.T @ (pairs * (weights * fxc)[:, None])
hessian = np.diag((eps_vir[:, None] - eps_occ).ravel()) + 4 * kernel
lowest = np.linalg.eigvalsh(hessian)[0]
assert lowest > 0
direct = np.linalg.solve(hessian, -(cv.T @ v1 @ c0).ravel())
assert np.abs(cv @ direct.reshape(-1, nocc) - u).max() < 1e-7
delta = (cv.T @ (u_bare - u)).ravel()
excess = functional(u_bare) - e2
assert abs(excess - 2 * delta @ hessian @ delta) < 1e-8
assert abs(short_formula(u) - e2) < 1e-7

# Test: finite-field self-consistent energies, orbitals and eigenvalues.
field_energy, field_orbitals, field_eps, field_energy_v2 = {}, {}, {}, {}
for k in (-2, -1, 1, 2):
    s = k * STEP
    field_energy[k], levels, vecs = ground_state(h_core + s * v1, dm0)
    occ = vecs[:, :nocc]
    field_orbitals[k] = occ * np.sign(np.sum(occ * c0, axis=0))
    field_eps[k] = levels[:nocc]
    field_energy_v2[k] = ground_state(h_core + s * v1 + s**2 * v2, dm0)[0]
e2_field = second_coefficient(field_energy, e0)
assert abs(e2_field - e2) < 1e-4
e2_field_v2 = second_coefficient(field_energy_v2, e0)
v2_term = np.sum(dm0 * v2)
assert abs(e2_field_v2 - (e2 + v2_term)) < 1e-4
u_diagonal = first_coefficient(field_orbitals)
orbital_error = np.abs(pc @ u_diagonal - u).max()
assert orbital_error < 1e-4
multipliers = c0.T @ (v1 + first_order_potential(u)) @ c0
eps1_field = first_coefficient(field_eps)
assert np.abs(eps1_field - np.diag(multipliers)).max() < 1e-4

# Test: perturbed eigenvectors have an occupied block but the same energy.
occupied_block = c0.T @ u_diagonal
assert np.abs(occupied_block + occupied_block.T).max() < 1e-4
assert np.linalg.norm(occupied_block) > 0.1
e2_diagonal = functional(u_diagonal)
assert abs(e2_diagonal - e2) < 1e-3

# Test: without the constraint the functional has a direction of descent.
illegal = np.zeros_like(u)
illegal[:, -1] = c0[:, 0]
curvature = (functional(u + illegal) + functional(u - illegal) - 2 * e2) / 2
assert curvature < 0

# Errors of the two energy formulas for trial orbitals near the solution.
scales = (1.0, 0.1, 0.01)
table = [(x, functional(u + x * (u_bare - u)) - e2,
          short_formula(u + x * (u_bare - u)) - e2) for x in scales]
for x, err_var, err_short in table[1:]:
    assert abs(err_var / table[0][1] - x**2) < 1e-5
    assert abs(err_short / table[0][2] - x) < 1e-5

angstrom3 = (constants.physical_constants["Bohr radius"][0] * 1e10)**3
alpha, alpha_bare = -2 * e2, -2 * short_formula(u_bare)
print(f"O-H bond length: {BOND:.2f} bohr; H-O-H angle: {ANGLE:.1f} degrees")
print(f"Basis functions: {nbas}; occupied orbitals: {nocc}")
print(f"Electrons integrated on grid: {np.sum(weights * rho0):.5f}")
print(f"Unperturbed electronic energy: {e0:.6f} hartree")
print(f"Gap between occupied and empty orbitals: {gap:.5f} hartree")
print(f"Field step in finite differences: {STEP} a.u.")
print(f"Sternheimer iterations: {iterations}")
print("Terms of E2 at the solution (a.u.):")
for name, value in zip(("orbital", "external", "Hartree", "xc"), e2_terms):
    print(f"  {name} term: {value:.6f}")
print(f"E2 from functional: {e2:.6f} a.u.")
print(f"E2 from short formula at solution: {short_formula(u):.6f} a.u.")
print(f"E2 from finite-field energies: {e2_field:.6f} a.u.")
print(f"Polarizability: {alpha:.4f} a.u. = {alpha * angstrom3:.4f} cubic angstrom")
print(f"Polarizability without self-consistency: {alpha_bare:.4f} a.u.")
print("Orbital: eps (hartree), norm <u|u> (a.u.), part of alpha (a.u.),")
print("  first-order eigenvalue from multiplier and finite field (a.u.)")
for i in range(nocc):
    part = -4 * u[:, i] @ v1 @ c0[:, i]
    print(f"  {i + 1}: {eps_occ[i]:.5f}, {u[:, i] @ u[:, i]:.5f}, {part:.5f}, "
          f"{multipliers[i, i]:.5f}, {eps1_field[i]:.5f}")
print(f"Random trial: E2 functional {trial_e2:.6f}, energy path {path_e2:.6f} a.u.")
print(f"Random trial slope: functional {slope:.6f}, residual {slope_residual:.6f} a.u.")
print(f"Slope at the solution: {slope_at_solution:.1e} a.u.")
print(f"Lowest Hessian eigenvalue: {lowest:.5f} hartree")
print(f"Largest orbital deviation from finite field: {orbital_error:.1e} a.u.")
print(f"Norm of occupied block, diagonal gauge: {np.linalg.norm(occupied_block):.4f} a.u.")
print(f"E2 with diagonal-gauge orbitals: {e2_diagonal:.6f} a.u.")
print(f"v2 = z^2 term: {v2_term:.6f} a.u.")
print(f"E2 with v2: formula {e2 + v2_term:.6f}, finite field {e2_field_v2:.6f} a.u.")
print(f"Curvature along forbidden occupied direction: {curvature:.4f} a.u.")
print("Trial = solution + x (non-self-consistent - solution), errors in a.u.:")
for x, err_var, err_short in table:
    print(f"  x = {x:.2f}: functional {err_var:.3e}, short formula {err_short:.3e}")
print("OK")
```

Output:

```
O-H bond length: 1.80 bohr; H-O-H angle: 104.0 degrees
Basis functions: 41; occupied orbitals: 5
Electrons integrated on grid: 10.00000
Unperturbed electronic energy: -85.121745 hartree
Gap between occupied and empty orbitals: 0.23857 hartree
Field step in finite differences: 0.002 a.u.
Sternheimer iterations: 124
Terms of E2 at the solution (a.u.):
  orbital term: 3.802672
  external term: -9.669165
  Hartree term: 1.710833
  xc term: -0.678922
E2 from functional: -4.834583 a.u.
E2 from short formula at solution: -4.834583 a.u.
E2 from finite-field energies: -4.834583 a.u.
Polarizability: 9.6692 a.u. = 1.4328 cubic angstrom
Polarizability without self-consistency: 13.4782 a.u.
Orbital: eps (hartree), norm <u|u> (a.u.), part of alpha (a.u.),
  first-order eigenvalue from multiplier and finite field (a.u.)
  1: -18.62098, 0.00001, 0.00088, 0.48485, 0.48485
  2: -0.93182, 0.02203, 0.11894, 0.52959, 0.52959
  3: -0.48952, 0.47796, 1.93135, 0.49766, 0.49766
  4: -0.34708, 2.91362, 5.80205, 0.22753, 0.22753
  5: -0.27136, 0.53877, 1.81595, 0.35221, 0.35221
Random trial: E2 functional 10.424983, energy path 10.424983 a.u.
Random trial slope: functional 1.267130, residual 1.267130 a.u.
Slope at the solution: 8.3e-11 a.u.
Lowest Hessian eigenvalue: 0.24412 hartree
Largest orbital deviation from finite field: 1.1e-07 a.u.
Norm of occupied block, diagonal gauge: 0.8878 a.u.
E2 with diagonal-gauge orbitals: -4.834583 a.u.
v2 = z^2 term: 7.026083 a.u.
E2 with v2: formula 2.191501, finite field 2.191501 a.u.
Curvature along forbidden occupied direction: -36.5441 a.u.
Trial = solution + x (non-self-consistent - solution), errors in a.u.:
  x = 1.00: functional 2.124e+00, short formula -1.905e+00
  x = 0.10: functional 2.124e-02, short formula -1.905e-01
  x = 0.01: functional 2.124e-04, short formula -1.905e-02
OK
```
